The DLTS rate window, its temperature peak and its energy window

**Result**

A capacitance transient with one exponential is sampled at two times, t1 < t2. As a function of the emission rate e, the difference of the two samples has a single maximum, at

e_p = ln(t2/t1)/(t2 − t1).

In deep-level transient spectroscopy (DLTS) the temperature is swept and e changes with it. The signal then peaks at the temperature where e(T) = e_p, provided that e(T) rises steadily through e_p within the sweep and that the transient's amplitude does not depend on temperature. If the amplitude varies, the peak moves by an amount found below. If the subgap states form a continuum, there is no single rate, and the two samples select a band of energies instead.

The letter e denotes the emission rate throughout; exponentials are written exp. The abbreviations are r = t2/t1, L = ln r and x = ln e, with e in 1/s.

**1. One trap, with the rate as the variable**

Traps in a depleted n-type film are filled by a voltage pulse. After the pulse they emit electrons, which the field sweeps away. Recapture, which persists near the edge of the depletion layer, is neglected. The filled fraction f obeys df/dt = −e f, hence f = exp(−e t) if all were filled at t = 0. A filled trap lowers the positive space charge and with it the capacitance. For few traps the change is linear in f:

C(t) = C_inf − ΔC exp(−e t).

The signal, defined so as to be positive, is

S = C(t2) − C(t1) = ΔC g(e), g(e) = exp(−e t1) − exp(−e t2).

The baseline C_inf has cancelled. With ΔC fixed,

dg/de = −t1 exp(−e t1) + t2 exp(−e t2)
= exp(−e t2) [t2 − t1 exp(e(t2 − t1))].

The bracket starts at t2 − t1 > 0 for e = 0 and falls steadily, so it changes sign once, from plus to minus. That point is the one maximum. There exp(e(t2 − t1)) = t2/t1, and the logarithm gives e_p.

For the height, put a = e_p t1 and b = e_p t2. Then a = L/(r − 1) and b − a = L, so exp(−b) = exp(−a)/r and

g_p = exp(−a)(1 − 1/r) = r^(−1/(r−1)) (1 − 1/r).

Two limits check this stage. For r → 1, L/(r − 1) → 1 and e_p → 1/t1. This agrees with g ≈ (t2 − t1) e exp(−e t1), whose maximum is at e t1 = 1. The height goes to zero, because the two samples coincide. For r → ∞, a → 0 and g_p → 1: the first sample catches the whole transient and the second catches none of it.

For t1 = 10 ms and t2 = 100 ms,

e_p = 2.3026/(0.090 s) = 25.58 1/s, g_p = 0.697.

A direct search over rates was made for four pairs of times: 10 and 100 ms, 1 and 2 ms, 20 ms and 1 s, and 1 and 1.001 s. Each showed one maximum, with ln e within 10⁻⁵ of the formula.

The sharpness of the peak is needed later. Since d/dx = e d/de,

dg/dx = −e t1 exp(−e t1) + e t2 exp(−e t2).

The derivative of y exp(−y) with respect to ln y is y(1 − y) exp(−y), so at the peak

d²g/dx² = −a(1 − a) exp(−a) + b(1 − b) exp(−b).

The peak condition is a exp(−a) = b exp(−b). It reduces the second derivative to a exp(−a)(a − b), and it gives g_p = exp(−a) − exp(−b) = exp(−a)(b − a)/b. Because the first derivative vanishes, the curvature of ln g is the ratio of these two:

d²(ln g)/dx² = −ab, ab = r L²/(r − 1)².

For r = 10, ab = 10 × 5.302/81 = 0.655. For r → 1, ab → 1. For r → ∞, ab → 0 and the peak becomes flat in ln e.

**2. Temperature as the variable**

The emission rate follows from detailed balance. In equilibrium, capture into empty traps balances emission from full ones:

σ v n (1 − f) = e f.

Here σ is the capture cross-section, v = (3kT/m)^½ the thermal speed and n the free-electron density. Let E be the trap depth and E_f the depth of the Fermi level, both measured down from the conduction edge. With unit degeneracy factor, f/(1 − f) = exp((E − E_f)/kT). For a nondegenerate film n = N_c exp(−E_f/kT), with N_c = 2(2πmkT/h_P²)^(3/2) and h_P Planck's constant. Solving for e, the Fermi level cancels:

e = σ v N_c exp(−E/kT).

Because v ∝ T^½ and N_c ∝ T^(3/2), a constant σ gives e = B T² exp(−E/kT) with B constant. Therefore

dx/dT = 2/T + E/(kT²) = (2 + E/kT)/T > 0.

At constant ΔC the chain rule gives dS/dT = ΔC (dg/de)(de/dT). The last factor is positive, so dS/dT vanishes where dg/de does, and the rate rule carries over to temperature.

The worked example is a Schottky diode on amorphous In-Ga-Zn-O, with round parameters: E = 0.45 eV, σ = 10⁻¹⁶ cm² and m = 0.34 electron masses. Solving e(T) = e_p gives 267.1 K. Scanning the simulated signal for its largest value gives the same temperature. There kT = 23.02 meV, so E/kT = 19.55 and

dx/dT = (2 + 19.55)/267.1 K = 0.0807 1/K.

The T² prefactor supplies 2/21.55, or 9%, of this slope. It becomes negligible in the limit E ≫ kT.

One peak gives one relation between E and σ. If neither varies with temperature, several windows separate them, since

ln(e_p/T²) = ln B − E/kT.

Windows starting at 2 ms and 50 ms, both with r = 10, have rates in the ratio 25 and peaks at 288.61 K and 248.51 K. Subtracting the two relations,

E/k = [ln 25 − 2 ln(288.61/248.51)]/(1/248.51 K − 1/288.61 K)
= (3.2189 − 0.2992)/(5.591 × 10⁻⁴ 1/K) = 5222 K.

With k = 23.02 meV/267.14 K = 0.08617 meV/K this is 0.450 eV, the depth put in.

**3. An amplitude that depends on temperature**

What sets ΔC? Let N be the net positive charge density, in units of q, when the traps are empty, and let x_d be the distance from the metal. Suppose the emitting traps, of density N_T, fill a slab x1 < x_d < x2. Integrating Poisson's equation twice, with zero field at the depletion edge, gives the total voltage as (1/ε) times the integral of x_d times the charge density. With filled fraction f and depletion width W_f,

V = (q/2ε) [N W_f² − N_T f (x2² − x1²)].

At fixed V this must equal qNW²/(2ε), where W is the width with empty traps. Hence

W_f² = W² [1 + (N_T/N) h f], h = (x2² − x1²)/W².

The traps are too slow to follow the measuring signal, so C = ε/W_f per unit area:

C = C_inf [1 + (N_T/N) h f]^(−½) ≈ C_inf [1 − N_T h f/(2N)].

Comparison with the transient gives ΔC = C_inf N_T h/(2N).

The slab edges follow from the band bending. At a distance s inside the depletion edge the bands are raised by q²Ns²/(2ε). The trap level crosses the Fermi level when this equals E − E_f, that is at s = λ with

λ² = 2ε(E − E_f)/(q²N).

Traps nearer the metal than this lie above the Fermi level and empty. During the pulse the width is W0, afterwards it is W, so the emitting slab runs from x1 = W0 − λ to x2 = W − λ. Its edges are treated as sharp.

For N = 3 × 10¹⁶ cm⁻³, relative permittivity 10 and a barrier of 0.90 eV, with pulses from 1.0 V reverse bias to zero bias, the values at the peak are W = 256.5 nm, W0 = 170.2 nm and λ = 111.3 nm. The slab extends from 58.9 to 145.2 nm, and

h = (145.2² − 58.9²)/256.5² = 0.268.

With N_T = 5 × 10¹⁴ cm⁻³ and C_inf = 34.51 nF/cm², the linear signal is

S = 34.51 × [5 × 10¹⁴/(6 × 10¹⁶)] × 0.2677 × 0.6968 = 0.0536 nF/cm².

The full square root gives 0.0535 nF/cm². Reading this back with the linear formula returns N_T = 4.99 × 10¹⁴ cm⁻³, 0.3% below the input. This difference is the error of the linearization alone. Two larger effects are left out of the model. The gradual edges of the depletion layer and of the slab raise h by about 4% for dilute traps. The traps between x2 and W stay filled and lower the space charge there from N to N − N_T, which at this trap density adds about 1% more. Setting h = 1, as if the whole depletion layer emitted, would return 1.3 × 10¹⁴ cm⁻³, too low by a factor of 3.7.

The quantities E_f, W, W0 and λ all vary with temperature, and so does ΔC. Let s_A = d ln ΔC/dx along the sweep. Near the peak of g,

ln S ≈ constant + s_A δx − ab δx²/2,

where δx is the displacement from ln e_p. The maximum is at

δx = s_A/(ab).

A growing amplitude moves the peak to a higher rate and a higher temperature. Here d ln ΔC/dT = 0.00111 1/K, so s_A = 0.00111/0.0807 = 0.0138, δx = 0.0138/0.655 = 0.021 and

δT = 0.021/(0.0807 1/K) = 0.26 K.

A scan with this amplitude moves by 0.261 K, as predicted. Including the nonlinear capacitance makes the shift 0.285 K. A fit of ln(e_p/T²) against 1/T over five windows, starting at 2, 5, 10, 20 and 50 ms with r = 10, then yields 0.449 eV instead of 0.450 eV. These small shifts belong to the model with sharp slab edges. In a real diode some free electrons reach the outer edge of the slab and are recaptured there. The filled fraction then settles faster than at the rate e, which moves the peak to lower temperature by an amount that can exceed the shift found here.

Two limits show where the correction ends. For large r the product ab tends to zero, δx is no longer small and the expansion fails. And if ΔC fell as 1/e, the signal would be proportional to

g/e = ∫ exp(−e t) dt, from t1 to t2,

which decreases for every e. There would be no peak at all, although each transient would still be a perfect exponential.

**4. A continuous subgap density**

In an amorphous film the states may be spread over energy with density N_s(E). Assume that all start filled and share one σ. The density of electrons emitted between t1 and t2 is

M = ∫ N_s(E) g(e(E,T)) dE.

At fixed T, E = kT ln(σ v N_c/e), so |dE| = kT |dx|. The weight g can be written as

g = ∫ e exp(−e t) dt = ∫ y exp(−y) d(ln t), y = e t, from t1 to t2.

For each t, put z = ln y = x + ln t. The function y exp(−y) has unit area in z, because ∫ y exp(−y) dz = ∫ exp(−y) dy = 1. Integrating over ln t then gives

∫ g dx = L, ∫ g dE = kT L.

Divided by L, the weight g is the distribution of x = z − ln t, with z and ln t independent and ln t uniform between ln t1 and ln t2. The mean of z is ∫ ln y exp(−y) dy = −γ, where γ = 0.5772 is Euler's constant, and its variance is π²/6. A uniform variable of range L has variance L²/12. Therefore

mean of ln e = −γ − ln (t1 t2)^½,
variance of ln e = π²/6 + L²/12.

The centre of the window belongs to the rate

e_c = exp(−γ)/(t1 t2)^½,

which is not e_p. In the example e_c = 17.8 1/s against e_p = 25.6 1/s. A slower rate means a deeper state, here by 23.02 meV × ln(25.58/17.76) = 8.4 meV, so at 267.1 K the window is centred at E_c = 0.458 eV. Its standard deviation is

σ_E = kT (1.645 + 0.442)^½ = 33 meV.

A flat density is the limiting case. It gives M = N_s kT L, which rises in proportion to T and has no peak. A peak in a spectrum of continuous states thus reflects a variation of N_s with energy or of the amplitude with temperature, not the rate window alone. It need not mark a maximum of N_s: for a smooth tail N_s ∝ exp(−E/E_0), M varies roughly as T exp(−E_c/E_0) with E_c, the energy at the window's centre, nearly proportional to T, and this peaks where E_c is near E_0.

For a density that varies slowly, expand N_s about E_c. The linear term averages to zero, and

M/(kT L) ≈ N_s(E_c) + ½ N_s″(E_c) σ_E².

For N_s ∝ exp(−E/E_0) the relative error of taking M/(kT L) as N_s(E_c) is therefore σ_E²/(2E_0²) to leading order. With E_0 = 150 meV this is 33.3²/(2 × 150²) = 2.5%.

A tail of 10¹⁷ cm⁻³ eV⁻¹ at the conduction edge tests the estimate. Direct integration gives M/(kT L) = 4.82 × 10¹⁵ cm⁻³ eV⁻¹, and the true density at E_c is 4.71 × 10¹⁵ cm⁻³ eV⁻¹, an error of 2.4%. Assigned to the depth belonging to e_p, the same number is 3.2% too low. The gain from using e_c is modest here because the misplaced energy and the curvature of the tail err in opposite directions.

To obtain M from a capacitance signal, replace N_T g by M in the linear formula:

N_s(E_c) ≈ 2N S/(C_inf h kT L).

This requires M ≪ N, a factor h that changes little across the window, and a uniform space charge N that already includes the charge of the other subgap states.

Between one level and a continuum lies a broadened level. A Gaussian of standard deviation 30 meV centred at 0.45 eV peaks 0.66 K below the sharp level. Placing its centre at the rate e_c would need a shift of ln(25.58/17.76)/0.0807 = 4.5 K. The small net shift does not mean that the e_p rule holds for broad levels. Broadening draws the peak towards e_c, while the area of the window, which grows as kT, pushes it to higher temperature, and the two partly cancel.

**5. The diode beside a real film**

The mass, gap (3.1 eV), permittivity and donor density are rough values in the regime of amorphous In-Ga-Zn-O; the trap's depth, density and cross-section are chosen. The single sharp level is an idealization, since disorder favours a distribution. Transport by hopping or percolation would change v, and so the cross-section inferred from B. If v or σ is thermally activated, its activation energy is also added to the depth inferred from the windows. If instead the depth falls linearly with temperature, the windows return its value extrapolated to T = 0, together with too large a cross-section. The rate e_p itself is untouched.

Of the assumptions evaluated here, the one that matters most for the numbers is a rate independent of field. At the middle of the emitting slab the model field is 0.084 MV/cm. If the emptied trap is positively charged, the electron leaves over the barrier −q²/(4πεr_e) − qF r_e, with r_e its distance from the trap. The top lies at r_e² = q/(4πεF), and it is lowered by

ΔE = (q³F/(πε))^½ = 70 meV.

With this field held fixed, the peak moves from 267 K to 229 K, and the windows would report about 0.38 eV instead of 0.45 eV. This takes escape straight along the field, where the lowering is greatest, so at this field and permittivity 70 meV is an upper estimate of the lowering. It is not a limit on the rate: tunnelling through the top of this barrier, left out here, would raise the rate further.

If the emptied trap is neutral, an electron can instead be thermally raised part of the way and tunnel through the remaining triangular barrier. For a remaining height u the tunnelling exponent is

(2/ħ) ∫ (2m(u − qF s))^½ ds = 4(2m)^½ u^(3/2)/(3ħqF), s from 0 to u/(qF).

Weighting each height by its thermal gain exp(u/kT) and integrating over u/kT from 0 to E/kT, then adding 1 for emission over the top, multiplies the rate by 2.1 at 267 K. The peak moves to 258 K. The two field effects are alternatives for different trap charges and are not to be added.

Two other neglected effects are small here. Degeneracy lowers the electron density by 0.25% relative to the Boltzmann value. Band-to-band tunnelling has no final states in the film, because the total band bending, 0.90 − 0.11 + 1.0 = 1.79 eV, is less than the gap. The exponent of about 1600 in the numerical output supposes that the largest field, 0.139 MV/cm, continues until the bands have bent by the whole gap.

Incomplete filling can matter. The capture time is 18 ns in neutral material, but the emitting slab ends at 145.2 nm and so lies wholly inside the pulse depletion width of 170.2 nm. At a distance s inside that depletion edge the electron density is lower by the factor exp(−(E − E_f)s²/(λ²kT)), and the capture time is longer by its inverse. With E − E_f = 0.336 eV this gives about 4 μs at mid-slab, where s = 68 nm; the gradual edge of the depletion layer, left out here, roughly doubles it. At x1 the trap level meets the Fermi level, and capture is as slow as emission, 1/e_p = 39 ms. A short pulse therefore leaves the part of the slab nearest the metal unfilled, and ΔC is then smaller than calculated. For this diode the rate e_p is thus known far better than the zero-field trap depth deduced from it. Lowering N or the bias reduces the field, and a peak that moves to lower temperature as the reverse bias is raised, at a fixed rate window, would be a reason to suspect field-dependent emission. A small shift is not enough by itself, because recapture and incomplete filling at the slab edges can also move the peak with bias. The values of the sharp-edge model are listed in the numerical output; the effects of gradual edges, recapture and incomplete filling quoted above are estimates outside it.

Calculated quantities

```
INPUTS
sampling times: 10 and 100 ms
trap depth 0.45 eV, cross-section 1.0e-16 cm2
donors 3.0e+16, traps 5.0e+14 cm^-3
mass 0.34 m_e, relative permittivity 10
barrier 0.90 eV, reverse bias 1.0 V
film 400 nm, gap 3.1 eV
PEAK
peak rate e_p: 25.584 1/s
peak height g_p: 0.6968
curvature product ab: 0.6546
peak temperature from rate rule: 267.135 K
peak temperature from signal scan: 267.135 K
kT at peak: 23.02 meV
d ln e/dT at peak: 0.0807 1/K
window starts (ms): 2 5 10 20 50
window rates (1/s): 127.92 51.17 25.58 12.79 5.12
window peaks (K): 288.61 276.00 267.14 258.80 248.51
depth from windows, constant amplitude: 0.45000 eV
DEPLETION LAYER AT PEAK
Fermi level below band edge: 0.1136 eV
W reverse 256.5, W pulse 170.2, lambda 111.3 nm
emitting slab from 58.9 to 145.2 nm
slab factor h: 0.2677
capacitance, traps empty: 34.51 nF/cm2
peak signal: 0.05352 nF/cm2
trap density found: 4.987e+14 cm^-3
trap density found with h set to 1: 1.335e+14 cm^-3
CONTINUOUS DENSITY
centroid rate: 17.755 1/s
depth at centroid rate 0.4584, at e_p 0.4500 eV
window width (standard deviation): 33.3 meV
tail: 1e+17 cm^-3 eV^-1 at edge, decay 0.15 eV
density found 4.818e+15, true 4.707e+15 cm^-3 eV^-1
error at centroid 2.35 %, estimate 2.46 %
error if assigned to e_p: -3.23 %
NEGLECTED EFFECTS
amplitude slope d ln dC/dT: 0.111 %/K
amplitude shift 0.261, predicted 0.261 K
shift with nonlinear capacitance too: 0.285 K
depth from windows, full signal: 0.4489 eV
Gaussian width 30 meV: shift -0.66 K
field: largest 0.139, mid-slab 0.084 MV/cm
Poole-Frenkel lowering: 69.5 meV
peak temperature with Poole-Frenkel: 229.4 K
tunnelling gain in rate at ideal peak: 2.13
peak temperature with tunnelling: 257.7 K
degeneracy error in electron density: 0.25 %
capture time: 17.6 ns
band-to-band tunnelling exponent: 1561
```
